# Control-variate averaging of hybrid gaps over amorphous cells

## 1. What symmetry fixes

An amorphous oxide has no single unit cell, so its gap is averaged over many model cells. Suppose that $N$ cells have a semilocal gap $X_i$, and that $n$ of them also have the more costly hybrid gap $Y_i$. We want the mean hybrid gap and may use the semilocal gaps to reduce its statistical error.

Much of the answer follows before any calculation. Let the estimate be linear in the gaps, so that its variance involves only their variances and covariance. Let $s_X,s_Y$ be the standard deviations of the two gaps, $C$ their covariance in one cell, and $\rho=C/(s_Xs_Y)$.

- The variance has the dimension of energy squared. Changing the unit or the sign of $X$ alone cannot matter if the weight given to $X$ is optimized. Hence $s_X$ drops out, the scale is $s_Y^2$, and $\rho$ enters through $\rho^2$.
- For independent cells, every variance or covariance of means is an inverse cell count times a one-cell quantity. If $n$ and $N$ grow together at fixed $n/N$, all of them fall as $1/n$.

The best variance therefore has the form
$$\operatorname{Var}T=\frac{s_Y^2}{n}\,F\!\left(\rho^2,\frac nN\right).$$
The prefactor is the variance of the hybrid mean alone. Two edges of $F$ are also known. If $\rho=0$, the semilocal gaps carry no linear information and $F=1$. If $n=N$, no cell has a semilocal gap without a hybrid one, and we shall find $F=1$ again. Symmetry does not say how $F$ runs between these edges.

## 2. Assumptions and estimator

The pairs $(X_i,Y_i)$ belong to independent, identically prepared cells of fixed size and composition. Gaps of different cells are uncorrelated, and $s_X,s_Y$ are finite and positive. The $n$ hybrid cells are chosen without regard to their gaps; we number them $1,\dots,n$. The target is $\mu_Y$, the ensemble mean of $Y$ for this cell size and this functional. Neither a normal distribution nor a linear relation between $X$ and $Y$ is assumed here.

With a bar for a mean and a subscript for the number of cells in it, define
$$D=\bar X_n-\bar X_N,\qquad T_b=\bar Y_n-bD,$$
where the slope $b$ is a fixed number. If the hybrid subset happens to have large semilocal gaps, $D>0$, and a positive $b$ lowers the hybrid mean accordingly. Both means in $D$ have expectation $\mu_X$, so $E\,D=0$ and $E\,T_b=\mu_Y$ for every fixed $b$.

## 3. The variance

The subset lies inside the pool, so its two semilocal means are correlated:
$$\operatorname{Cov}(\bar X_n,\bar X_N)=\frac1{nN}\sum_{i=1}^{n}\sum_{j=1}^{N}\operatorname{Cov}(X_i,X_j)=\frac{n\,s_X^2}{nN}=\frac{s_X^2}{N}.$$
Only the $n$ terms with $i=j$ survive. The same count gives $\operatorname{Cov}(\bar Y_n,\bar X_N)=C/N$, while $\operatorname{Cov}(\bar Y_n,\bar X_n)=C/n$. Hence
$$\operatorname{Var}D=\frac{s_X^2}{n}+\frac{s_X^2}{N}-\frac{2s_X^2}{N}=s_X^2\left(\frac1n-\frac1N\right),$$
$$\operatorname{Cov}(\bar Y_n,D)=C\left(\frac1n-\frac1N\right).$$
Inserting both in $\operatorname{Var}T_b=\operatorname{Var}\bar Y_n-2b\operatorname{Cov}(\bar Y_n,D)+b^2\operatorname{Var}D$ gives
$$\operatorname{Var}T_b=\frac{s_Y^2}{n}+\left(\frac1n-\frac1N\right)\left(b^2s_X^2-2bC\right).$$
Complete the square:
$$b^2s_X^2-2bC=s_X^2\left(b-\frac{C}{s_X^2}\right)^2-\frac{C^2}{s_X^2},\qquad \frac{C^2}{s_X^2}=\rho^2s_Y^2.$$
For $n<N$ the minimum lies at
$$b^*=\frac{C}{s_X^2}=\rho\frac{s_Y}{s_X}.$$
Writing $T$ for $T_{b^*}$ and using $n(1/n-1/N)=1-n/N$, we obtain
$$\boxed{\operatorname{Var}T=\frac{s_Y^2}{n}F,\qquad F=1-\rho^2\left(1-\frac nN\right).}$$
At $n=N$, $D$ vanishes identically, the slope is irrelevant and $F=1$. For $N\to\infty$ at fixed $n$, $F\to1-\rho^2$: even a perfectly known semilocal mean leaves the part of $Y$ that $X$ does not predict linearly.

**A wrong slope.** Put $b=b^*(1+d)$ with $\rho\ne0$. The square above becomes $s_X^2b^{*2}d^2=\rho^2s_Y^2d^2$, and the factor is
$$1-\rho^2\left(1-\frac nN\right)(1-d^2).$$
The loss is quadratic in $d$. For $n<N$ the correction does harm when $|d|>1$, that is, when the slope has the wrong sign or exceeds twice its best value.

**A separate pool.** Suppose instead that $\bar X_n$ is compared with the mean of $M$ other cells. The difference has variance $s_X^2(1/n+1/M)$ and covariance $C/n$ with $\bar Y_n$. Minimizing over the slope subtracts covariance squared over variance:
$$\frac{s_Y^2}{n}-\frac{C^2/n^2}{s_X^2(1/n+1/M)}=\frac{s_Y^2}{n}\left(1-\rho^2\frac{M}{n+M}\right).$$
With $N=n+M$ this is the boxed result. The data are the same and only the slope is scaled, because $D=(M/N)(\bar X_n-\bar X_M)$.

## 4. No other linear estimate does better

Consider any $L=\sum_{i\le n}a_iY_i+\sum_{j\le N}c_jX_j$ that is unbiased whatever the two unknown means are. Its expectation is $\mu_Y\sum a_i+\mu_X\sum c_j$, so $\sum a_i=1$ and $\sum c_j=0$. $T$ obeys the same conditions. Thus $L=T+Z$, where the $Y$ weights of $Z$ sum to zero and so do its $X$ weights.

We need the covariance of $T$ with each datum. For $i\le n$,
$$\operatorname{Cov}(T,Y_i)=\frac{s_Y^2}{n}-b^*C\left(\frac1n-\frac1N\right),$$
which is the same for every such $i$. For a cell $j\le n$, using $b^*s_X^2=C$,
$$\operatorname{Cov}(T,X_j)=\frac Cn-b^*s_X^2\left(\frac1n-\frac1N\right)=\frac CN.$$
For $j>n$ only $\bar X_N$ contains $X_j$, and $\operatorname{Cov}(T,X_j)=b^*s_X^2/N=C/N$ again. Constant covariances multiplied by weights that sum to zero give $\operatorname{Cov}(T,Z)=0$. Therefore
$$\operatorname{Var}L=\operatorname{Var}T+\operatorname{Var}Z\ge\operatorname{Var}T.$$
The optimum thus holds among all linear unbiased estimates, given that $b^*$ is known. Nonlinear estimates are outside this statement.

## 5. Where the remaining error comes from

Define the residual $R_i=Y_i-b^*X_i$. Then $\operatorname{Cov}(R_i,X_i)=C-b^*s_X^2=0$, and
$$\operatorname{Var}R=s_Y^2-2b^*C+b^{*2}s_X^2=(1-\rho^2)s_Y^2.$$
In these variables $T=\bar R_n+b^*\bar X_N$. Had all $N$ hybrid gaps been computed, their mean would be $\bar Y_N=\bar R_N+b^*\bar X_N$. The difference $T-\bar Y_N=\bar R_n-\bar R_N$ has variance $(1-\rho^2)s_Y^2(1/n-1/N)$, by the count used for $D$. It is uncorrelated with $\bar Y_N$, since $\operatorname{Cov}(\bar R_n,\bar R_N)=\operatorname{Var}\bar R_N$ and $R$ is uncorrelated with $X$. Hence
$$\operatorname{Var}T=\frac{s_Y^2}{N}+(1-\rho^2)s_Y^2\left(\frac1n-\frac1N\right).$$
The first term is the error of a finite pool; the second is the error of predicting its missing hybrid gaps.

**A small ensemble counted in full.** Let $(X,Y)$ in eV take the values $(0,1)$, $(1,1)$, $(1,3)$, $(4,5)$ with probability $1/6$ each and $(2,4)$ with probability $1/3$. This is neither normal nor linear. Here $\rho^2=75/98$ and $b^*=15/14$. For $n=2$, $N=5$ the formula gives
$$F=1-\frac{75}{98}\cdot\frac35=\frac{53}{98}.$$
Summing over all $5^5$ ordered samples with their probabilities gives a variance of $53/84\ \mathrm{eV}^2$, against $7/6\ \mathrm{eV}^2$ for the hybrid mean alone. The ratio is again $53/98$.

**Why the choice of cells matters.** If the two cells with the lowest $X$ are chosen in this ensemble, $T$ acquires a bias of $-0.158$ eV. The mean residual is $17/14$ eV overall, but $1$ eV at $X=0$ and $13/14$ eV at $X=1$, so the favoured cells have low residuals. If the mean of $Y$ at given $X$ were a straight line, the mean residual would be the same at every $X$, and selection by $X$ alone would cause no bias in $T$. This needs the slope $b^*$: with another fixed slope $b$ the bias is $(b^*-b)\,E\,D$, and $E\,D$ no longer vanishes. For the normal example of the next section with $b=1$, taking the 20 lowest of 200 cells gives about $-0.035$ eV.

## 6. Numbers for a gate oxide

Take round parameters: mean gaps of 4.0 eV (semilocal) and 5.6 eV (hybrid), spreads $s_X=0.16$ eV and $s_Y=0.20$ eV, $\rho=0.9$, $n=20$, $N=200$. Then
$$b^*=0.9\times\frac{0.20}{0.16}=1.125,\qquad F=1-0.81\times0.9=0.271.$$
The standard error of the hybrid mean alone is $0.20/\sqrt{20}=0.0447$ eV. The control variate multiplies it by $\sqrt{0.271}$, giving 0.0233 eV, or 23 meV. Hybrid sampling alone would need $20/0.271\approx74$ cells for that error. Of the factor 0.271, the finite pool contributes $n/N=0.100$ and the prediction $0.19\times0.9=0.171$. Enlarging the pool without limit would lower $F$ only to 0.19. A generalized least-squares solution with the full covariance matrix of the 220 gaps also gives 0.271.

One synthetic data set shows the arithmetic. The subset means are 5.5261 eV (hybrid) and 3.9494 eV (semilocal), and the pool mean is 3.9789 eV. Thus
$$T=5.5261-1.125\,(3.9494-3.9789)=5.559\ \text{eV}.$$
The subset had low semilocal gaps, so the correction is upward. The true mean is 5.60 eV: the error shrinks from 0.074 to 0.041 eV, the latter being about 1.7 standard errors.

## 7. When the slope must be learned

A simple choice is $b=1$, which adds the mean hybrid–semilocal difference of the subset to the pool mean. Here $d=1/1.125-1=-0.11$, and the factor rises only to 0.280.

Alternatively, the slope is fitted on the same $n$ cells. For jointly normal gaps and $n>3$ the cost of fitting can be derived. Write $Y_i=\alpha+b^*X_i+e_i$, where $e_i$ is independent of all $X$ and has variance $(1-\rho^2)s_Y^2$. With $S=\sum_{i\le n}(X_i-\bar X_n)^2$, the least-squares slope is
$$\hat b=b^*+\frac1S\sum_{i\le n}(X_i-\bar X_n)e_i,$$
and the estimate becomes
$$\hat T=\alpha+b^*\bar X_N+\bar e_n-\frac DS\sum_{i\le n}(X_i-\bar X_n)e_i.$$
At given $X$, the last two terms are uncorrelated because $\sum(X_i-\bar X_n)=0$. Their variances add to $(1-\rho^2)s_Y^2(1/n+D^2/S)$. The first two terms contribute $b^{*2}s_X^2/N=\rho^2s_Y^2/N$ when $X$ varies.

For normal data $S$ is independent of $\bar X_n$, and also of the cells outside the subset, hence of $D$. Moreover $S/s_X^2$ is a chi-squared variable $u$ with $\nu=n-1$ degrees of freedom, for which
$$E\frac1u=\frac{\int_0^\infty u^{\nu/2-2}e^{-u/2}du}{2^{\nu/2}\Gamma(\nu/2)}=\frac{2^{\nu/2-1}\Gamma(\nu/2-1)}{2^{\nu/2}\Gamma(\nu/2)}=\frac1{\nu-2}=\frac1{n-3}.$$
So $E(D^2/S)=(1/n-1/N)/(n-3)$. Multiplying the total variance by $n/s_Y^2$ gives
$$F_{\rm fit}=F+\frac{(1-\rho^2)(1-n/N)}{n-3}.$$
In the example this is $0.271+0.171/17=0.281$. A simulation of 400,000 normal data sets gives 0.2807, in agreement. If the mean of $Y$ at given $X$ is curved, the fitted slope is correlated with $D$ and $\hat T$ is no longer exactly unbiased; to leading order the bias is $-(1/n-1/N)\,E[e\,(X-\mu_X)^2]/s_X^2$, with $e$ the residual of the best straight line.

The correlation itself is uncertain. For standardized normal gaps $u,v$, the sample correlation deviates to leading order by the mean of $uv-\rho(u^2+v^2)/2$. The normal moments $\operatorname{Var}(uv)=1+\rho^2$, $\operatorname{Var}(u^2)=2$, $\operatorname{Cov}(u^2,v^2)=2\rho^2$ and $\operatorname{Cov}(uv,u^2)=2\rho$ give its variance as
$$\frac{1+\rho^2+\rho^2(1+\rho^2)-4\rho^2}{n}=\frac{(1-\rho^2)^2}{n}.$$
Since $d(\operatorname{artanh}\rho)/d\rho=1/(1-\rho^2)$, the quantity $\operatorname{artanh}$ of the sample correlation has variance close to $1/n$ when $n$ is large. Replacing $n$ by $n-3$ is a small-sample adjustment, not derived here; in the simulation the resulting 95% intervals covered the true value in 95.1% of cases. If 20 cells with jointly normal gaps give a sample value of 0.9, the interval is 0.76 to 0.96, and $F$ at its ends is 0.48 and 0.17. The interval rests on the normal moments above; for skewed or heavy-tailed gaps it can be too narrow. The gain is thus much less certain than the single value 0.271 suggests.

## 8. Comparison at equal cost

The boxed factor compares equal $n$, and the semilocal gaps are not free. Let a hybrid gap cost $k$ semilocal gaps, with structures already available. The budget $nk+N$ would buy $n+N/k$ hybrid gaps alone. With $r=n/N$, the equal-cost factor is
$$G=\left(1+\frac1{rk}\right)(1-\rho^2+\rho^2r)=1-\rho^2+\frac{\rho^2}{k}+\rho^2r+\frac{1-\rho^2}{rk}.$$
Setting $dG/dr=\rho^2-(1-\rho^2)/(kr^2)=0$ gives, for $0<|\rho|<1$,
$$r^*=\sqrt{\frac{1-\rho^2}{\rho^2k}},\qquad G_{\min}=\left(\sqrt{1-\rho^2}+\frac{|\rho|}{\sqrt k}\right)^2,$$
a minimum because the second derivative is positive. It applies if $r^*\le1$, and the control pays if also $G_{\min}<1$. If $r^*>1$, $G$ falls all the way to $r=1$, where it is still $1+1/k>1$, and hybrid sampling alone is better.

For $k=50$ the example has $G=0.325$ at $r=0.10$; the optimum, $0.317$ at $r=0.0685$, is hardly lower. But suppose each structure must first be made, at the cost of 50 semilocal gaps. The design then costs $20\times50+200\times51=11200$ units, which would buy 112 structures with hybrid gaps. The equal-cost factor becomes $0.271\times112/20=1.52$, and this design loses to hybrid sampling alone. A larger hybrid share suits such costs better: at $n/N=0.49$ the factor is $(0.50+0.51/0.49)(0.19+0.81\times0.49)=0.90$, a small gain.

## 9. Cells from one trajectory

Successive snapshots of a trajectory are not independent. Let all variances and cross-covariances decay by the same factor $q^{|i-j|}$ between snapshots $i$ and $j$. In a mean of $m$ equally spaced values, $m-l$ pairs lie $l$ places apart, so its variance is inflated by
$$g_m(q)=1+2\sum_{l=1}^{m-1}\left(1-\frac lm\right)q^l.$$
$R$ and $X$ remain uncorrelated at all separations, and $T=\bar R_n+b^*\bar X_N$. With every tenth snapshot given a hybrid gap and the slope kept at $b^*$, the factor relative to $n$ independent hybrid gaps is
$$(1-\rho^2)\,g_n(q^{10})+\rho^2\frac nN\,g_N(q).$$
For $q=0.5$ the inflations are 1.002 and 2.98, and the factor is $0.19+0.24=0.43$ instead of 0.27. The widely spaced hybrid cells are nearly independent; the dense semilocal pool is worth far fewer than 200 independent cells.

This model lets all correlations die out, as they can in a melt. A solid glass keeps its network along a trajectory, so part of each deviation from the ensemble mean persists. If a share $p$ of both variances and of the covariance is frozen in this way, the factor becomes $pn+(1-p)\times0.43$. For $p=0.1$ and $n=20$ this is 2.4, worse than independent hybrid cells without any control. An ensemble mean for a glass therefore needs separately prepared cells, not only more snapshots of one.

## 10. The model beside a real oxide

The mean gaps are round inputs meant to resemble amorphous hafnia, a gate dielectric, in cells of about a hundred atoms; they were not computed here. The spreads and the correlation are round assumptions and should be measured on the cells in use. Real films also contain impurities, off-stoichiometry and interfaces, which an ensemble of clean cells leaves out; the size of that omission is not estimated here.

Two errors of the target can be sized, and sampling reduces neither. The first is cell size. Suppose a doubled cell acts as two independent halves with localized band edges. Let the two edges be independent and normal, each with standard deviation $s_Y/\sqrt2$. The doubled cell takes the lower conduction edge and the higher valence edge. For standard normal $z_1,z_2$, the lower value is $(z_1+z_2)/2-|z_1-z_2|/2$. The difference has variance 2 and mean modulus $\sqrt2\sqrt{2/\pi}=2/\sqrt\pi$, so the mean lower value is $-1/\sqrt\pi$. Both edges narrow the gap:
$$\Delta=-2\,\frac{s_Y}{\sqrt2}\,\frac1{\sqrt\pi}=-s_Y\sqrt{\frac2\pi}=-0.16\ \text{eV}.$$
In this model, doubling the cell moves the mean gap by about seven of the standard errors just achieved. The size depends on how the spread is shared between the edges. If only one edge fluctuates, as when the other is delocalized, $\Delta=-s_Y/\sqrt\pi=-0.11$ eV. If two equal edges have correlation $c$, as when a local potential shifts both, $\Delta=-s_Y\sqrt{2/[\pi(1-c)]}$, which is $-0.23$ eV at $c=0.5$. The value is thus an order of magnitude, to be checked on larger cells.

The second is the functional. If the gap is linear in the exchange fraction, rising by 1.6 eV from 0 to 0.25, a change of 0.05 in that fraction moves it by $1.6\times0.05/0.25=0.32$ eV. The 23 meV is therefore the precision of a mean for one cell size and one functional, not the accuracy of a predicted film gap. The main values are collected in the numerical output below.

## Numbers as computed

```
EXACT TOY ENSEMBLE (n=2, N=5)
rho squared: 75/98  best slope: 15/14
variance of hybrid mean alone (eV^2): 7/6
variance of control-variate mean (eV^2): 53/84
variance factor: 53/98
bias if lowest-X cells are chosen: -0.1578 eV
EXAMPLE INPUT
mean gaps, semilocal and hybrid: 4.00, 5.60 eV
spreads, semilocal and hybrid: 0.16, 0.20 eV
rho = 0.9, n = 20, N = 200, cost ratio = 50
MAIN RESULT
best slope: 1.1250
variance factor F: 0.2710
same factor from generalized least squares: 0.2710
limit of F for N to infinity: 0.1900
standard error, hybrid alone: 0.0447 eV
standard error, control variate: 0.0233 eV
hybrid gaps alone needed for that error: 73.8
pool part of F: 0.1000
prediction part of F: 0.1710
ONE SYNTHETIC DATA SET
hybrid mean of n cells: 5.5261 eV
semilocal mean of n cells: 3.9494 eV
semilocal mean of N cells: 3.9789 eV
control-variate estimate: 5.5593 eV
SLOPE AND CORRELATION NOT KNOWN EXACTLY
factor with fitted slope, formula: 0.2811
factor with fitted slope, Monte Carlo: 0.2807
factor with slope 1: 0.2800
95% interval if sample rho = 0.9: 0.760 to 0.960
Monte Carlo coverage of such intervals: 0.9508
F at the interval ends: 0.480, 0.170
EQUAL COST
equal-cost factor at n/N = 0.10: 0.3252
best n/N: 0.0685, factor there: 0.3172
structure cost in semilocal-gap units: 50
hybrid-only cells for the same budget: 112.0
equal-cost factor with that structure cost: 1.518
SERIAL CORRELATION
neighbour correlation: 0.5, hybrid every 10th
variance inflation, n and N means: 1.0019, 2.9800
factor relative to n independent hybrid gaps: 0.4317
ERRORS THAT SAMPLING DOES NOT REDUCE
gap shift on doubling the cell (model): -0.1596 eV
gap shift for exchange fraction +0.05: 0.3200 eV
```
